Image self-energy of an electron at the midplane of a dielectric slab

**1. One face**

Place a charge e in a medium of relative permittivity ε1, at distance h from a flat face beyond which the relative permittivity is ε2. Write

C = e²/(4πε0) = 1.43996 eV nm.

Let r1 be the distance from the charge and r2 the distance from its mirror point behind the face. Try the potentials

φ1 = e/(4πε0ε1) · (1/r1 + k/r2) on the charge's side,
φ2 = e/(4πε0ε1) · T/r1 on the far side.

On the face r1 = r2, so continuity of the potential gives 1 + k = T. The normal derivatives of 1/r1 and 1/r2 there are −h/r1³ and +h/r1³. Continuity of permittivity times normal derivative therefore gives

ε1(1 − k) = ε2T = ε2(1 + k),

k = (ε1 − ε2)/(ε1 + ε2).

The image lies 2h from the charge, so the induced potential at the charge is φ_ind = ke/(4πε0ε1·2h). It is proportional to the charge that induces it. When the charge has grown to λe, the potential is λφ_ind, and adding e dλ costs eλφ_ind dλ. Integrating λ from 0 to 1 gives

Σ = ½ eφ_ind = kC/(4ε1h).

The factor ½ belongs to the growth of the induced potential with the charge. An electron has charge −e, but the energy contains the square and is unchanged. For ε1 > ε2 the image has the sign of the charge and repels it, so Σ > 0.

At the middle of a slab of thickness d, each face is at h = d/2. Counting one reflection from each face gives

Σ_one reflection = 2 · kC/(4ε1 · d/2) = kC/(ε1d).

This already has the 1/d dependence. The logarithm comes from the repeated reflections.

**2. Statement and conventions**

The slab fills |z| < d/2 and has permittivity ε1; both half-spaces outside have ε2. The permittivities are positive, local, isotropic and static, the faces are sharp and flat, and there are no mobile carriers or gates. The zero of energy is the same charge in an unbounded medium ε1, which removes the infinite self-energy of a point charge. Then

Σ(0) = C/(ε1d) · ln[(ε1 + ε2)/(2ε2)].   (1)

The energy is proportional to the logarithm divided by d at fixed ε1. If ε1 is varied, the prefactor 1/ε1 must be kept.

**3. All reflections**

The potential of a point charge in the uniform medium can be split into in-plane wave numbers q:

1/√(ρ² + z²) = ∫₀^∞ J₀(qρ) e^(−q|z|) dq.

Here ρ is the in-plane distance and J₀ the Bessel function. Away from the charge, Laplace's equation turns each component into φ'' = q²φ, with solutions e^(±qz).

At a face, let a component decaying towards it have amplitude 1, the returned component amplitude R and the outside component amplitude T. The two continuity conditions are

1 + R = T,  ε1(1 − R) = ε2T.

They are the equations of Section 1, so R = k for every q. The outside medium has no length scale that could introduce a q dependence.

Let B be the amplitude, measured at z = 0, of the component returned by the upper face. By symmetry the lower face returns the same amount. The component that decays upwards from the midplane is then the direct one, 1, plus the one returned from below, B. It acquires e^(−qd/2) on the way to the upper face, k at the face and e^(−qd/2) on the way back:

B = k e^(−qd)(1 + B),

B = k e^(−qd)/[1 − k e^(−qd)].

Both faces contribute B at the charge, where J₀(0) = 1, so

φ_ind = e/(4πε0ε1) ∫₀^∞ 2B dq.

Substitute s = k e^(−qd). The derivative of s with respect to q is −s times the thickness d, so dq = −ds/(s·d). The limits q = 0 and q = ∞ become s = k and s = 0:

∫₀^∞ B dq = (1/d) ∫₀^k ds/(1 − s) = −ln(1 − k)/d.

The energy is half of e times φ_ind. This ½ cancels the 2 from the two faces:

Σ(0) = −C ln(1 − k)/(ε1d).

Finally,

1 − k = [(ε1 + ε2) − (ε1 − ε2)]/(ε1 + ε2) = 2ε2/(ε1 + ε2),

which gives equation (1).

Since |k| < 1, B can also be expanded in a geometric series. Integrating term by term gives

Σ(0) = C/(ε1d) · Σ_(n≥1) kⁿ/n.

The nth term is a pair of images of strength kⁿe at distance nd. If the sum is stopped at N, replacing 1/n by 1/(N+1) in the remainder bounds its magnitude by

C/(ε1d) · |k|^(N+1)/[(N+1)(1 − |k|)].

For nearly equal permittivities, the logarithm is best evaluated as log1p[(ε1 − ε2)/(2ε2)], which avoids taking the logarithm of a rounded number close to one.

**4. Limits of contrast**

For weak contrast, −ln(1 − k) = k + k²/2 + …, and the leading term is the one-reflection result. For ε1 ≫ ε2,

Σ(0) ≈ C/(ε1d) · ln[ε1/(2ε2)].

At fixed ε1 this grows without bound as ε2 → 0, but only logarithmically. In the opposite limit, ε2 → ∞, k tends to −1 and Σ(0) tends to −C ln 2/(ε1d). The surroundings then act as two conductors and attract the charge. At ε1 = ε2 there is no boundary to the electric response and the energy vanishes.

**5. Position in the slab**

For a charge at z, follow the reflections that begin at the upper face. One reflection has total path 2(d/2 − z) = d − 2z. Two have path (d/2 − z) + d + (d/2 + z) = 2d. Each further pair of reflections adds 2d. Starting at the lower face reverses the sign of z. Since a path L contributes ∫e^(−qL)dq = 1/L,

Σ(z) = C/(2ε1) · { Σ_(n even) 2kⁿ/(nd) + Σ_(n odd) kⁿ[1/(nd − 2z) + 1/(nd + 2z)] }.   (2)

The even terms do not depend on z. For an odd term,

1/(nd − 2z) + 1/(nd + 2z) − 2/(nd)
= 2nd/(n²d² − 4z²) − 2/(nd)
= 8z²/[nd(n²d² − 4z²)].

This is positive away from the midplane. Odd powers kⁿ have the sign of k, so the midplane is the minimum of Σ(z) for ε1 > ε2 and the maximum for ε1 < ε2.

At a small distance s from a face, the n = 1 term gives kC/(4ε1s), the one-face result. This diverges, but the density of the lowest hard-wall state, (2/d)cos²(πz/d), vanishes as s². The product vanishes as s, and the subband average is finite. It is not equal to Σ(0), however. A Schrödinger calculation should use Σ(z) as the potential; adding Σ(0) as well would count the image energy twice.

**6. A silicon film in oxide**

Take d = 5.0 nm, ε1 = 11.7 and ε2 = 3.9, chosen as model inputs for a thin silicon film between thick layers of silicon dioxide. Then

C/(ε1d) = 1439.96 meV nm/(11.7 × 5.0 nm) = 24.615 meV,
k = (11.7 − 3.9)/(11.7 + 3.9) = 0.5000,
ln[(11.7 + 3.9)/(2 × 3.9)] = ln 2 = 0.69315,
Σ(0) = 24.615 × 0.69315 = 17.062 meV.

One pair of images gives 12.307 meV, two give 15.384 meV and eight give 17.052 meV. Solving the boundary conditions numerically for each q, without using the logarithm, gives 17.062 meV. Integrating the electric-field energy and subtracting that of the uniform medium also gives 17.062 meV; this tests the factor ½ separately.

With the permittivities fixed, the energy is 28.44 meV at 3 nm and 8.53 meV at 10 nm. With d = 5.0 nm and ε1 fixed, air on both sides gives 45.50 meV, while surroundings of permittivity 20 give −5.72 meV.

At z = 1 nm the energy is 19.43 meV, and the hard-wall average is 19.77 meV, about 16% above the midplane value. Including Σ(z) in the Schrödinger equation lets the state move away from the walls. For a mass of 0.92 electron masses along z, the level then shifts by 19.63 meV; doubling the basis from 24 to 48 functions changes this by less than 0.001 meV. For a mass of 0.19 the shift is 19.74 meV. The lighter electron has more widely spaced levels, which the same potential mixes less.

These shifts exclude the hard-wall confinement energy, which is 16.35 meV for the heavy mass and 79.16 meV for the light one. Thus equation (1) is one part of a subband energy, and for the light mass not the largest part.

**7. Unequal surroundings**

If the upper and lower faces have image strengths k_a and k_b, their returned amplitudes U and D differ. With x = e^(−qd),

U = k_a x(1 + D),  D = k_b x(1 + U).

Substituting each equation into the other and adding gives

U + D = [(k_a + k_b)x + 2k_a k_b x²]/(1 − k_a k_b x²).

The energy is C/(2ε1) times the integral of U + D over q. Use dq = −dx/(xd) and put p = k_a k_b. For p > 0,

Σ(0) = C/(2ε1d) · [(k_a + k_b) artanh(√p)/√p − ln(1 − p)].

For k_a = k_b = k > 0 the bracket becomes ln[(1 + k)/(1 − k)] − ln[(1 − k)(1 + k)] = −2 ln(1 − k), and equation (1) returns. For the example film with oxide below and air above, the energy is 26.43 meV.

**8. Gates**

Suppose that a metal lies behind oxide of thickness t on each side. Each component of the total potential vanishes at the metal, so in the oxide it varies as sinh[q(t − s)], where s is the distance from the film. At the film face, the ratio of −ε2 dφ/ds to qφ is

Y = ε2 coth(qt).

The continuity conditions become ε1(1 − R) = Y(1 + R), hence

R(q) = (ε1 − Y)/(ε1 + Y),

Σ(0) = C/ε1 · ∫₀^∞ R e^(−qd)/[1 − R e^(−qd)] dq.

For another layer between the oxide and the metal, first find its ratio Y₃ = ε₃ coth(qt₃). Measured inwards by s' from the outer boundary of the oxide, the oxide potential is proportional to cosh(qs') + (Y₃/ε2) sinh(qs'). This form has the required flux at s' = 0. At s' = t it gives

Y = ε2[Y₃ + ε2 tanh(qt)]/[ε2 + Y₃ tanh(qt)].

The same integral then applies.

A distant gate has a simple limit. Its effect comes from q of order 1/t. When (ε1/ε2)d/t and (ε2/ε1)d/t are both small, e^(−qd) may be replaced by 1 in the change caused by the gate. Then

1 + 2B = (1 + R)/(1 − R) = ε1/Y.

Subtracting the ungated value ε1/ε2 leaves (ε1/ε2)[tanh(qt) − 1]. Since ∫₀^∞[1 − tanh(qt)]dq = ln 2/t,

ΔΣ ≈ −C ln 2/(2ε2t).

This correction falls as 1/t, so an oxide ten times thicker than the film does not remove the gate from the problem. At t = 50 nm the estimate is −2.56 meV. The full integral gives Σ(0) = 14.82 meV, a change of −2.24 meV. At t = 10 nm, where (ε1/ε2)d/t = 1.5 and the estimate no longer applies, the full result is 9.08 meV.

**9. Mobile carriers**

Carriers in the film screen the interaction that produces Σ. For an estimate, put them in a sheet at z = 0. Let n be their density per area, μ their chemical potential, D₂ their density of states and θ = k_BT. For one parabolic subband,

n = D₂θ ln(1 + e^(μ/θ)),

χ = ∂n/∂μ = D₂[1 − e^(−n/(D₂θ))].

The second form follows because e^(−n/(D₂θ)) = 1/(1 + e^(μ/θ)). It includes the approach to degeneracy.

The unscreened interaction in the sheet is v = e²(1 + 2B)/(2ε0ε1q). A screened interaction w changes the density by −χw, which contributes −vχw. Hence w = v − vχw, or w = v/(1 + χv). With a = e²χ/(2ε0ε1), half the difference between the slab and uniform-medium interactions is

Σ_scr = C/(2ε1) ∫₀^∞ { (1 + 2B)/[1 + a(1 + 2B)/q] − 1/(1 + a/q) } dq.

The same carrier sheet is present in both terms. The result is therefore the part due to the dielectric boundaries, not the whole correlation energy of the carriers.

At 300 K, with two valleys of in-plane mass 0.19, Σ_scr is about 14 meV at 10¹⁰ cm⁻², 8 meV at 10¹¹ cm⁻² and 2 meV at 10¹² cm⁻². At the last density a is about 0.27 nm⁻¹, which exceeds 1/d = 0.2 nm⁻¹, so screening acts within the range of q that builds the image energy. The estimate uses the long-wavelength response at every q and ignores other subbands and valleys, which at 300 K hold about a third (hard walls) to a half (finite barrier) of the carriers in this film; while the gas is nondegenerate, χ ≈ n/θ however the carriers are shared. It also assumes that the density responds linearly, which close to the electron would remove more carriers than are present. For a fixed charge and a classical local response, lifting this assumption raises the value at 10¹¹ cm⁻² from 8 to about 10 meV, and that at 10¹² cm⁻² from 2 to about 3.7 meV. The estimate indicates the size of the effect rather than a precise correction.

**10. Use in a real channel**

The example of Section 6 has thick oxide on both sides and no gate. Gates close to the film change the result strongly. With 1 nm of oxide, 2 nm of a layer with permittivity 20 and metal on both sides, the carrier-free energy is −4.33 meV instead of 17.06 meV. The sign itself has changed. In this model, equation (1) is suitable for a nearly empty film with distant gates; a closely gated channel needs R(q), and a populated one needs carrier screening too. Both conditions are demanding: for the example film, gates behind 200 nm of oxide still lower the energy by about 4%, and by the linear estimate of Section 9 a density of 10¹⁰ cm⁻² lowers it by about 16%, or about 13% for a fixed charge with the nonlinear classical response.

The time response of the oxide is a further uncertainty. Replacing its static permittivity by a rough optical value of 2.1 raises Σ(0) to about 29 meV. An electron whose in-plane mass m is 0.19 electron masses, moving at the thermal speed v = √(2k_BT/m) at 300 K, has a motion scale ħv/d of about 29 meV, compared with a rough oxide phonon energy of 60 meV. These scales are not widely separated, so the static response is an approximation that a dynamical calculation would have to assess.

Three further changes are small for the heavy mass in a weak field, but not in general. A transverse field of 0.10 MV/cm changes the heavy-mass image shift from 19.63 to 19.85 meV; at 1 MV/cm, the hard-wall shift is 25.67 meV. That field presses the state against one face, and with the finite barrier described below and the image potential smoothed across the face over 0.2 to 0.05 nm on each side, the shift is about 26.5 to 27.3 meV. Adding one atomic plane, about 0.14 nm, lowers Σ(0) by about 0.5 meV. A finite oxide barrier of 3.1 eV, with oxide mass 0.5, lowers the heavy-mass confinement level by 1.06 meV and places 0.016% of the probability in the oxide. For the light mass, the same barrier lowers the level by 20.7 meV, more than Σ(0) itself, and places 0.26% of the probability in the oxide. Hard walls are then a poor approximation for the confinement energy.

That small tail exposes a limit of the classical potential. The density no longer vanishes at the face, where Σ(z) diverges as 1/s, so its average needs a microscopic cutoff. With a cutoff of 0.1 nm the heavy-mass oxide tail contributes about −0.01 meV, but this number depends on the chosen cutoff. For the light mass the tail contributes about −0.2 meV at 0.1 nm and −0.7 meV at 0.05 nm. With the 0.1 nm cutoff, the light-mass average of Σ(z) inside the film is about 21.4 meV if the region within the cutoff is left out, or about 22.1 meV if Σ is held at its cutoff value there, compared with 19.77 meV for hard walls. The light-mass image shift in Section 6 is therefore a hard-wall value, uncertain by an amount of order 1 meV. The sharp-face model cannot supply the potential at atomic distances.

Table of computed values

```
Film thickness: 5.0 nm
Film relative permittivity: 11.7
Oxide static relative permittivity: 3.9
e^2/(4 pi eps0): 1.43996 eV nm
Prefactor e^2/(4 pi eps0 eps1 d): 24.615 meV
Image strength k: 0.5000
Logarithm: 0.69315
Image sum through n=1: 12.307 meV
Image sum through n=2: 15.384 meV
Image sum through n=4: 16.794 meV
Image sum through n=8: 17.052 meV
Midplane energy, formula: 17.062 meV
Midplane energy, boundary solver: 17.062 meV
Midplane energy, field integral: 17.062 meV
Midplane energy at d=3 nm: 28.44 meV
Midplane energy at d=10 nm: 8.53 meV
Midplane energy in air: 45.50 meV
Midplane energy in surroundings eps2=20: -5.72 meV
Energy 1 nm from midplane: 19.43 meV
Hard-wall subband average: 19.77 meV
Masses along z, heavy / light: 0.92 / 0.19 m_e
Subband image shift, heavy mass: 19.63 meV
Change on basis 24 to 48: -0.00007 meV
Subband image shift, light mass: 19.74 meV
Transverse field: 0.10 MV/cm
Subband image shift in field, heavy mass: 19.85 meV
Confinement energy, heavy mass: 16.35 meV
Confinement energy, light mass: 79.16 meV
Oxide barrier and mass: 3.1 eV, 0.5 m_e
Level change from finite barrier: -1.06 meV
Probability in oxide: 0.016 %
Oxide-tail image energy, cutoff 0.1 nm: -0.014 meV
Midplane energy, metal behind 10 nm oxide: 9.08 meV
Midplane energy, metal behind 50 nm oxide: 14.82 meV
Midplane energy, 1 nm oxide + 2 nm eps=20 + metal: -4.33 meV
Midplane energy, oxide below and air above: 26.43 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Screened midplane energy at 1e+10 cm^-2: 14.26 meV
Screened midplane energy at 1e+11 cm^-2: 8.30 meV
Screened midplane energy at 1e+12 cm^-2: 1.99 meV
Screening wave number at 1e12 cm^-2: 0.2655 1/nm
Oxide optical relative permittivity: 2.1
Midplane energy, optical oxide response: 29.28 meV
Rough oxide phonon energy: 60 meV
Thermal motion scale hbar v/d: 28.80 meV
Atomic-plane spacing: 0.136 nm
Energy change for one added plane: -0.45 meV
```
